# Dipole coupling and self-energy from the quantized Göppert-Mayer transformation

## A shift with the wrong sign

An electron in the one-dimensional well $x^2/2+0.1x^3+0.1x^4$ has ground energy 0.553516 hartree. Coupling it to one quantized field mode raises this to 0.560648 hartree. If the coupling is written as $-\mathbf d\cdot\mathbf D/\varepsilon_0$ and nothing else is added, the computed energy is 0.547225 hartree. The shift then has the wrong sign, and the energy is too low by 0.0134 hartree, or 0.365 eV.

The missing term is quadratic in the dipole moment. It appears when the transformation that removes $\mathbf A$ from the kinetic energy acts on a field that is a dynamical variable with its own energy in the Hamiltonian, as a quantized field is. A classical field treated as a dynamical variable gives the same term. It does not appear when the field is a prescribed function of time.

## Hamiltonian and conventions

Hartree atomic units are used: $\hbar=e=m_e=1$ and $\varepsilon_0=1/(4\pi)$. Charges $q_i$ with masses $m_i$ and positions $\mathbf r_i$ form a neutral system near the origin. Their instantaneous Coulomb energy, with any static external potential, is $V$. Neutrality makes the dipole moment

$$\mathbf d=\sum_i q_i\mathbf r_i$$

independent of the choice of origin. The field has a finite set of transverse modes $k$, where the label includes polarization. In the dipole approximation the vector potential is evaluated at the origin:

$$\mathbf A=\sum_k\mathcal A_k\boldsymbol\epsilon_k(a_k+a_k^\dagger),\qquad
\mathcal A_k=\frac{1}{\sqrt{2\varepsilon_0\omega_k\Omega_k}} .$$

The unit vectors $\boldsymbol\epsilon_k$ are real, $[a_k,a_l^\dagger]=\delta_{kl}$, and $\Omega_k$ is the mode volume. Without the constant zero-point energy, the Coulomb-gauge Hamiltonian is

$$H_C=\sum_i\frac{(\mathbf p_i-q_i\mathbf A)^2}{2m_i}+V+\sum_k\omega_k a_k^\dagger a_k .$$

The transverse electric field is $\mathbf E_\perp=-\dot{\mathbf A}=-i[H_C,\mathbf A]$. Only the field energy fails to commute with $\mathbf A$. Since $[a_k^\dagger a_k,a_k+a_k^\dagger]=a_k^\dagger-a_k$, the electric field in this representation is the operator

$$\mathbf F=\sum_k\boldsymbol\epsilon_kF_k,\qquad F_k=i\omega_k\mathcal A_k(a_k-a_k^\dagger).$$

A separate letter is used because $\mathbf F$ will represent a different physical quantity after the transformation.

## Transforming the matter

Let states in the two representations be related by

$$\psi_C=U\psi_D,\qquad U=e^{i\mathbf d\cdot\mathbf A},\qquad H_D=U^\dagger H_CU .$$

All components of $\mathbf A$ at the origin commute with each other and with the particle positions. Differentiating $U$ with respect to $\mathbf r_i$ therefore gives

$$[\mathbf p_i,U]=-i\nabla_iU=q_i\mathbf A\,U,
\qquad U^\dagger\mathbf p_iU=\mathbf p_i+q_i\mathbf A .$$

Since $U^\dagger\mathbf AU=\mathbf A$, it follows that

$$U^\dagger(\mathbf p_i-q_i\mathbf A)U=\mathbf p_i .$$

The kinetic energy becomes $\sum_i\mathbf p_i^2/2m_i$. Both the $\mathbf p\cdot\mathbf A$ and $\mathbf A^2$ terms are gone. The potential $V$ depends on positions alone and is unchanged.

## Transforming the field energy

Write the exponent as

$$S=\mathbf d\cdot\mathbf A=\sum_k\lambda_k(a_k+a_k^\dagger),\qquad
\lambda_k=\mathcal A_k\,\boldsymbol\epsilon_k\cdot\mathbf d .$$

Here $\lambda_k$ is an operator on the matter. From $[a_k^\dagger,a_k]=-1$ one obtains $[S,a_k]=-\lambda_k$, which commutes with $S$. The commutator series for $e^{-iS}a_ke^{iS}$ stops after its first term:

$$U^\dagger a_kU=a_k-i[S,a_k]=a_k+i\lambda_k,\qquad
U^\dagger a_k^\dagger U=a_k^\dagger-i\lambda_k .$$

The energy of one mode becomes

$$\omega_k(a_k^\dagger-i\lambda_k)(a_k+i\lambda_k)
=\omega_ka_k^\dagger a_k-i\omega_k\lambda_k(a_k-a_k^\dagger)+\omega_k\lambda_k^2 .$$

The linear term is $-(\boldsymbol\epsilon_k\cdot\mathbf d)F_k$, by the definitions of $\lambda_k$ and $F_k$. In the quadratic term the frequency cancels:

$$\omega_k\lambda_k^2=\frac{\omega_k(\boldsymbol\epsilon_k\cdot\mathbf d)^2}{2\varepsilon_0\omega_k\Omega_k}
=\frac{K_k}{2}(\boldsymbol\epsilon_k\cdot\mathbf d)^2,\qquad
K_k=\frac{1}{\varepsilon_0\Omega_k}.$$

The dipole-gauge Hamiltonian is therefore

$$\boxed{H_D=\sum_i\frac{\mathbf p_i^2}{2m_i}+V+\sum_k\omega_ka_k^\dagger a_k
-\mathbf d\cdot\mathbf F+\sum_k\frac{(\boldsymbol\epsilon_k\cdot\mathbf d)^2}{2\varepsilon_0\Omega_k}}$$

The last sum is the dipole self-energy. It is an operator, not a constant. For several charges,

$$(\boldsymbol\epsilon_k\cdot\mathbf d)^2=\sum_iq_i^2(\boldsymbol\epsilon_k\cdot\mathbf r_i)^2
+\sum_{i\ne j}q_iq_j(\boldsymbol\epsilon_k\cdot\mathbf r_i)(\boldsymbol\epsilon_k\cdot\mathbf r_j),$$

so an implementation needs pair terms as well as one-particle terms, and the same $\mathbf d$ must enter the self-energy and the linear coupling. Moving nuclei belong in $\mathbf d$. Clamped nuclei add only a constant to $\lambda_k$, which displaces the mode and leaves the exact spectrum unchanged.

## Why the coupling contains D

The operator for the electric field must be transformed too. The shift of $a_k-a_k^\dagger$ is $2i\lambda_k$, hence

$$U^\dagger F_kU=F_k+i\omega_k\mathcal A_k(2i\lambda_k)
=F_k-2\omega_k\mathcal A_k^2\,\boldsymbol\epsilon_k\cdot\mathbf d
=F_k-K_k\,\boldsymbol\epsilon_k\cdot\mathbf d .$$

In the dipole approximation the polarization is $\mathbf P(\mathbf r)=\mathbf d\,\delta(\mathbf r)$. Projecting it on a normalized mode function, whose value at the origin is $\boldsymbol\epsilon_k/\sqrt{\Omega_k}$, gives the contribution $\boldsymbol\epsilon_k(\boldsymbol\epsilon_k\cdot\mathbf d)/\Omega_k$ at the origin. Thus, within the retained modes,

$$U^\dagger\mathbf E_\perp U=\mathbf F-\frac{\mathbf P_\perp}{\varepsilon_0},
\qquad \mathbf F=\frac{\mathbf D_\perp}{\varepsilon_0}\ \text{in the dipole gauge},$$

because $\mathbf D_\perp=\varepsilon_0\mathbf E_\perp+\mathbf P_\perp$. The coupling is $-\mathbf d\cdot\mathbf D_\perp/\varepsilon_0$.

A bound stationary state shows the difference. There $\langle\mathbf E_\perp\rangle=-i\langle[H_C,\mathbf A]\rangle=0$, so $\langle\mathbf D_\perp\rangle=\langle\mathbf P_\perp\rangle$, which need not vanish.

## Parameters and spectra of the example

The electron has $q=-1$, and a fixed compensating charge sits at the origin, so $d=-x$. The single mode is polarized along $x$, with $\omega=1$ hartree and $\Omega=200$ bohr$^3$. Hence

$$K=\frac{4\pi}{200}=0.062832,\qquad
\mathcal A=\sqrt{\frac{K}{2\omega}}=0.177245 .$$

The volume is a model parameter, chosen to make the effects visible. It is far below the cube of the free-space wavelength, 861 bohr, so this is not a free-space mode. Real modes confined this far below the wavelength, such as plasmonic ones, are largely quasi-static: much of their coupling is the Coulomb interaction with charges in the surrounding material, and the self-energy derived here for transverse modes cannot be carried over to them just by inserting their mode volume.

The lowest levels, in hartree, are:

| Level | $H_C$ | $H_D$ | $H_D$ without self-energy |
|---|---:|---:|---:|
| 0 | 0.560648 | 0.560648 | 0.547225 |
| 1 | 1.505881 | 1.505881 | 1.487534 |
| 2 | 1.820662 | 1.820662 | 1.788352 |

The first two columns come from separate diagonalizations, and their four lowest levels agree to rounding error. The ground states have overlap 0.993465 when compared directly, and 1.00000000 after $U$ is applied to the dipole-gauge state.

The asymmetric well gives $\langle x\rangle=-0.081245$ bohr. The polarization contribution is

$$\frac{\langle P\rangle}{\varepsilon_0}=-K\langle x\rangle
=0.062832\times0.081245=0.005105 .$$

The computed $\langle F\rangle$ in the dipole gauge is also 0.005105, while the mean electric field is zero to rounding error. Reading $F$ as the electric field would assign a static transverse field to a state that has none.

The size of the ground-energy error can be bounded. Let $W=Kd^2/2$. Using the ground state of $H_D$ as a trial state for $H_D-W$ gives

$$E_{\text{no self-energy}}\le E_D-\langle W\rangle_D .$$

Here $\langle W\rangle_D=0.013280$ hartree, so the error must be at least that large. The computed lowering is 0.013423 hartree.

## The prescribed classical field

Now let $\mathbf A(t)$ be a given function. The Hamiltonian has no field-energy operator:

$$H_{\rm cl}(t)=\sum_i\frac{[\mathbf p_i-q_i\mathbf A(t)]^2}{2m_i}+V .$$

Insert $\psi_C=U(t)\psi_D$, with $U(t)=e^{i\mathbf d\cdot\mathbf A(t)}$, into the Schrödinger equation:

$$i\dot U\psi_D+iU\dot\psi_D=H_{\rm cl}U\psi_D .$$

Multiplying by $U^\dagger$ and rearranging gives

$$i\dot\psi_D=\left(U^\dagger H_{\rm cl}U-iU^\dagger\dot U\right)\psi_D .$$

The first term is $\sum_i\mathbf p_i^2/2m_i+V$. Since $U^\dagger\dot U=i\mathbf d\cdot\dot{\mathbf A}$, the second is $\mathbf d\cdot\dot{\mathbf A}=-\mathbf d\cdot\mathbf E(t)$. Therefore

$$H_{\rm cl,D}(t)=\sum_i\frac{\mathbf p_i^2}{2m_i}+V-\mathbf d\cdot\mathbf E(t).$$

The two derivations obtain their coupling from different places. In the classical case it comes from the time dependence of $U$. In the quantized case $U$ has no explicit time dependence, and the coupling comes from displacing the field energy. That energy is quadratic in the field, so its displacement also leaves a term quadratic in $\mathbf d$.

For $A(t)=0.1\sin t$ applied for 11 atomic units of time, the mean positions computed in the two classical gauges differ by at most $1.3\times10^{-6}$ bohr, which is the error of the finite time step; the exact mean positions are equal. Adding $Kd^2/2$ to the classical dipole Hamiltonian changes the mean position by up to 0.059 bohr. The self-energy must not be added to a prescribed drive.

## How a quantized field approaches the classical drive

Take one mode, initially in a coherent state with real amplitude $\alpha$ in the dipole representation. Let $\beta(t)=\alpha e^{-i\omega t}$ and remove this motion with $T=e^{\beta a^\dagger-\beta^*a}$, for which $T^\dagger aT=a+\beta$. The field energy becomes

$$\omega(a^\dagger+\beta^*)(a+\beta)
=\omega a^\dagger a+\omega(\beta a^\dagger+\beta^*a)+\omega|\beta|^2 .$$

Because $\dot\beta=-i\omega\beta$, the term $-iT^\dagger\dot T$ equals $-\omega(\beta a^\dagger+\beta^*a)$ plus a number. It cancels the linear terms. Apart from numbers, which affect only the overall phase, the result is

$$H=H_{\rm matter}+\omega a^\dagger a-dE(t)-dF+\frac K2d^2,
\qquad E(t)=2\alpha\omega\mathcal A\sin\omega t,$$

with the mode now starting in its vacuum. Here $H_{\rm matter}$ is the kinetic energy plus $V$.

Keep the amplitude of $E(t)$ fixed while $\Omega$ grows. The remaining coupling $-dF$ scales as $\Omega^{-1/2}$ and the self-energy as $\Omega^{-1}$. The operator $F$ changes the photon number by one, so its first-order effect on a matter expectation value vanishes for an initial vacuum. At fixed time the leading correction is thus of order $1/\Omega$.

With electric amplitude 0.10, the largest sampled deviation in $\langle x\rangle$ from the classical result is 0.00326 bohr at $\Omega=8000$ bohr$^3$ and 0.00082 bohr at 32000 bohr$^3$; further digits are affected by the time step, at the level of $10^{-6}$ bohr. The ratio is 4.0 for a fourfold change in volume. This limit concerns a fixed, finite set of modes.

## What the self-energy prevents

At fixed $d$, the one-mode field part of $H_D$ is $\omega(a^\dagger-i\lambda)(a+i\lambda)$, whose minimum is zero. Moving the self-energy to the other side gives

$$\min_{\rm field}\left(\omega a^\dagger a-dF\right)=-\frac K2d^2 .$$

The linear coupling alone therefore supplies an attraction that grows as the square of the dipole. For one electron in one dimension, take a wave packet of fixed shape centred at $x_0$, and a coherent field state with amplitude $-i\lambda_0$, where $\lambda_0=-\mathcal Ax_0$. Its field and coupling energies add to

$$\omega\lambda_0^2-2\omega\lambda_0^2=-\omega\lambda_0^2=-\frac K2x_0^2 .$$

The kinetic energy does not depend on $x_0$. If the binding potential grows more slowly than $Kx^2/2$, the energy without the self-energy has no lower bound as $|x_0|$ increases. With the self-energy, $H_D$ is unitarily equivalent to $H_C$, which is non-negative whenever $V\ge0$.

A spring potential $0.04x^2/2$ is weaker than $Kx^2/2$. Without the self-energy, its lowest computed energy falls from $-0.80$ to $-1.44$ hartree when the electron basis grows from 20 to 30 oscillator functions of frequency 0.3. These two numbers depend on the basis chosen; only their continued fall is meaningful. With the self-energy it is 0.1130 hartree. The well of the main example grows as $x^4$, so there the omission gives a finite but wrong answer. A stable number is not evidence that the Hamiltonian is complete.

## Ground-state shift to leading order

Let $\Delta_n=E_n-E_0$ be the excitation energies of the uncoupled electron, and let $d_{n0}$ be its dipole matrix elements. The self-energy acts in first order:

$$\frac K2\langle d^2\rangle=\frac K2\sum_n|d_{n0}|^2 .$$

The linear coupling creates one photon and acts in second order. Its squared field amplitude is $(\omega\mathcal A)^2=\omega K/2$, so it contributes

$$-\frac{\omega K}{2}\sum_n\frac{|d_{n0}|^2}{\Delta_n+\omega}.$$

Both are of first order in $K$ and must be kept together:

$$\delta E=\frac K2\sum_n|d_{n0}|^2\left(1-\frac{\omega}{\Delta_n+\omega}\right)
=\frac K2\sum_n|d_{n0}|^2\frac{\Delta_n}{\Delta_n+\omega}.$$

The $n=0$ term vanishes: the permanent dipole produces no shift at this order. All other terms are non-negative. A term is zero when its dipole element vanishes, as happens by parity in a symmetric well, but the sum rule below shows that not all of them can vanish, so the shift is positive.

In Coulomb gauge the $A^2$ term gives $\mathcal A^2/2$, and the $pA$ term gives $-\mathcal A^2\sum_n|p_{n0}|^2/(\Delta_n+\omega)$. With $h=p^2/2+V$, the commutator $[x,h]=ip$ gives $|p_{n0}|^2=\Delta_n^2|x_{n0}|^2$. The expectation value of $[x,[h,x]]=1$ gives $\sum_n\Delta_n|x_{n0}|^2=1/2$. Hence

$$\delta E=\mathcal A^2\sum_n|x_{n0}|^2
\left(\Delta_n-\frac{\Delta_n^2}{\Delta_n+\omega}\right)
=\omega\mathcal A^2\sum_n|x_{n0}|^2\frac{\Delta_n}{\Delta_n+\omega}.$$

Since $\omega\mathcal A^2=K/2$ and $d=-x$, this is the same shift. In hartree,

$$0.013356-0.006203=0.007153\quad\text{(dipole gauge)},$$

$$0.015708-0.008555=0.007153\quad\text{(Coulomb gauge)}.$$

Diagonalization gives 0.007131 hartree, or 0.194 eV. The leading-order value is too large by about 0.3% of that shift.

## Many modes and the cutoff

For free-space modes in a box of volume $\Omega$, the two polarizations at each wave vector give $d^2-(\hat{\mathbf k}\cdot\mathbf d)^2$, whose angular average is $2d^2/3$. The number of wave vectors below $k_M$ tends to $\Omega k_M^3/(6\pi^2)$. The self-energy becomes

$$\frac{1}{2\varepsilon_0\Omega}\,\frac{2d^2}{3}\,\frac{\Omega k_M^3}{6\pi^2}
=\frac{d^2k_M^3}{18\pi^2\varepsilon_0}.$$

The box volume cancels, so enlarging the box at fixed cutoff does not remove this term. For a unit dipole and $k_M=0.1$ bohr$^{-1}$, the formula gives $7.07\times10^{-5}$ hartree, and an explicit mode sum in a box of side $L$ with $k_M=25\times2\pi/L$ gives $7.05\times10^{-5}$ hartree, approaching the formula as the box grows.

The result grows without limit as $k_M$ increases. The dipole approximation requires $k_Mr\ll1$ over the size $r$ of the system, so the cutoff cannot be sent to infinity here. The self-energy alone is not an observable shift: the second-order effect of $-\mathbf d\cdot\mathbf F$ must be calculated with the same modes.

## Implementation conditions

The self-energy must use the same modes, polarizations and volumes as the linear coupling. In a finite matter basis with projector $\mathcal P$, projecting $H_D$ requires $\mathcal Pd^2\mathcal P$. Squaring the truncated dipole matrix instead gives

$$(\mathcal Pd\mathcal P)^2=\mathcal Pd^2\mathcal P-\mathcal Pd(1-\mathcal P)d\mathcal P,$$

which is a different operator, smaller by the last term. Only the projected form keeps the computed levels upper bounds to those of $H_D$. The squared form instead completes the square for the truncated coupling, $\omega(a^\dagger-i\lambda_{\mathcal P})(a+i\lambda_{\mathcal P})$ with $\lambda_{\mathcal P}=\mathcal A\,\mathcal Pd\mathcal P$. In a small basis neither form need be the more accurate for every level. Separately truncated versions of $H_C$ and $H_D$ need not be unitarily equivalent, so their agreement should be checked as the bases grow.

States and observables must be transformed together. From $aU=U(a+i\lambda)$, a dipole-gauge product of an electron at $x$ and the photon vacuum becomes, in Coulomb gauge, an electron at $x$ with a coherent state of amplitude $i\lambda(x)$. A spread-out electron is then generally entangled with the field. Likewise, $\langle a^\dagger a\rangle$ in the example's ground state is 0.0039 in Coulomb gauge and 0.0029 in dipole gauge. The same symbol stands for different observables. The mean square electric field, transformed correctly, is 0.032106 in both.

The numerical check following this text covers the operator shifts, the spectra, the classical and coherent-state limits, the weak spring and the mode sum. The remarks on clamped nuclei and on truncated matter bases rest on the arguments given above.

## Calculated quantities

```
mode frequency: 1.00 hartree
mode volume: 200 bohr^3
free-space wavelength at this frequency: 861.0 bohr
K = 1/(eps0 volume): 0.062832 a.u.
vector-potential amplitude a0: 0.177245 a.u.
field amplitude Ek: 0.177245 a.u.
bare electron ground energy: 0.553516 hartree
bare first excitation energy: 1.191993 hartree
level 0, Coulomb / dipole / no self-energy: 0.560648 / 0.560648 / 0.547225 hartree
level 1, Coulomb / dipole / no self-energy: 1.505881 / 1.505881 / 1.487534 hartree
level 2, Coulomb / dipole / no self-energy: 1.820662 / 1.820662 / 1.788352 hartree
largest level difference, 4 levels: 4.0e-14 hartree
ground-energy error without self-energy: -0.013423 hartree
same error: -0.3653 eV
mean self-energy in ground state: 0.013280 hartree
overlap of ground states after U: 1.00000000
overlap of ground states without U: 0.993465
mean x in ground state: -0.081245 bohr
mean D/eps0: 0.005105 a.u.
mean P/eps0: 0.005105 a.u.
size of mean electric field: 3.3e-19 a.u.
mean E^2, Coulomb gauge: 0.032106 a.u.
mean E^2, dipole gauge: 0.032106 a.u.
mean (D/eps0)^2, dipole gauge: 0.031988 a.u.
mean a^dag a, Coulomb gauge: 0.003878
mean a^dag a, dipole gauge: 0.002938
first-order self-energy: 0.013356 hartree
second-order -d.F term: -0.006203 hartree
first-order A^2 term: 0.015708 hartree
second-order p.A term: -0.008555 hartree
perturbative shift: 0.007153 hartree
full shift: 0.007131 hartree
full shift: 0.1941 eV
classical vector-potential amplitude: 0.10 a.u.
classical drive duration: 11.0 a.u. of time
classical gauges, largest difference in mean x: 1.3e-06 bohr
same with self-energy wrongly added: 0.0592 bohr
electric amplitude in coherent-state test: 0.10 a.u.
volume 8000 bohr^3, 3.18 photons, deviation from classical x: 0.003259 bohr
volume 32000 bohr^3, 12.73 photons, deviation from classical x: 0.000817 bohr
ratio of these deviations: 3.988
weak spring constant: 0.04 a.u.
spring ground energy with self-energy: 0.112950 hartree
without it, 20 / 30 electron basis states: -0.8009 / -1.4357 hartree
lowest squared mode frequency without it: -0.021509 a.u.
free-space cutoff wave number: 0.10 1/bohr
self-energy of unit dipole, mode sum: 7.0537e-05 hartree
self-energy of unit dipole, formula: 7.0736e-05 hartree
```
